# Two Interface Stresses Require a Lattice Register That Can Change

## A case that can be counted

Fifty atoms of crystal B lie over fifty-one potential wells of crystal A. One well is left without a partner: this is one misfit dislocation. Stretch both crystals by the same factor, and there are still fifty atoms over fifty-one wells. Stretch B alone until forty-nine of its atoms cover fifty wells, and the dislocations have moved closer together. The first operation preserves the lattice register and the second changes it.

Suppose first that the dislocations are far apart and each has a line energy $E_d$. Let $a$ be the common reference period, $\lambda$ the stretch of A, and $\lambda(1+\delta)$ the stretch of B. With $\gamma_c$ the energy of the coherent interface per current area, the interface energy per reference area of A is

$$\Gamma=\lambda\gamma_c(\lambda)+\frac{E_d(\lambda)}{a}\frac{|\delta|}{1+\delta}.$$

The last fraction is the number of dislocations per period of A, derived below. Differentiation at $\lambda=1$ gives

$$\frac{\partial\Gamma}{\partial\lambda}=\gamma_c+\gamma_c'+\frac{E_d'}{a}\frac{|\delta|}{1+\delta},\qquad
\frac{\partial\Gamma}{\partial\delta}=\frac{\operatorname{sgn}(\delta)\,E_d}{a(1+\delta)^2}.$$

The first derivative measures how energies change under common stretching. The second measures the cost of more dislocations. They contain different properties, so neither fixes the other.

If the interface must remain strictly coherent, $\delta=0$ throughout and the second operation is forbidden. **A strictly coherent interface therefore has one interface stress. Two independent stresses belong to a semicoherent interface**, in which coherent patches are separated by misfit dislocations and the register can change. What follows replaces the fixed line energy by a model in which the dislocations interact.

## Definitions and conventions

The interface is planar. The $x$ axis lies along the stretched in-plane direction, $y$ is normal to the interface, and the other in-plane direction is matched and unstretched. The periods are

$$a_A=\lambda a,\qquad a_B=\lambda(1+\delta)a.$$

The register shifts by one period over a distance $p$, where

$$\frac1p=\left|\frac1{a_A}-\frac1{a_B}\right|=\frac{|\delta|}{\lambda a(1+\delta)}.$$

Hence $a_A/p=|\delta|/(1+\delta)$. This number does not contain $\lambda$, which is why stretching at fixed $\delta$ preserves the register.

Let $\gamma(\lambda,\delta)$ be the excess energy per current area, after subtraction of the energies of the uniformly strained crystals. With the material of A held fixed, $\Gamma=\lambda\gamma$. At $\lambda=1$, define

$$d\Gamma=f\,d\lambda+g\,d\delta,\qquad
f=\gamma+\frac{\partial\gamma}{\partial\lambda},\qquad
g=\frac{\partial\gamma}{\partial\delta}.$$

The term $\gamma$ appears in $f$ because common stretching enlarges the interface. It is absent from $g$ because the area of A stays fixed while $\delta$ changes. A positive $g$ opposes an increase of $\delta$.

The values of $f$ and $g$ are independent, but their variations are linked. Wherever $\Gamma$ is smooth, its mixed second derivatives are equal, so $\partial_\delta(\partial_\lambda\Gamma)=\partial_\lambda(\partial_\delta\Gamma)$. At $\lambda=1$ the relation reads $\partial f/\partial\delta=g+\partial^2\gamma/\partial\lambda\,\partial\delta$. The extra $g$ appears because $\Gamma$ is taken per reference area and $\gamma$ per current area.

### Holding the other crystal fixed

If the material of B is the reference, let $\lambda_B=\lambda(1+\delta)$. The energy per reference area of B is

$$\Gamma_B=\lambda_B\,\gamma\!\left(\frac{\lambda_B}{1+\delta},\delta\right).$$

At fixed $\delta$,

$$f_B=\frac{\partial\Gamma_B}{\partial\lambda_B}
=\gamma+\frac{\lambda_B}{1+\delta}\frac{\partial\gamma}{\partial\lambda}
=\gamma+\lambda\frac{\partial\gamma}{\partial\lambda}.$$

At $\lambda=1$ this equals $f$. At fixed $\lambda_B$, however, $\lambda$ changes with $\delta$:

$$\frac{\partial\lambda}{\partial\delta}=-\frac{\lambda_B}{(1+\delta)^2}.$$

Setting $\lambda=1$, hence $\lambda_B=1+\delta$, gives

$$g_B=(1+\delta)\left[g-\frac{1}{1+\delta}\frac{\partial\gamma}{\partial\lambda}\right]
=(1+\delta)g-\frac{\partial\gamma}{\partial\lambda}.$$

Thus $f$ survives this change of reference, whereas a value of $g$ must state which crystal is held fixed.

## Elastic cost of a varying register

Both crystals are now taken as thick, isotropic and linearly elastic, with equal shear modulus $\mu$ and Poisson ratio $\nu$, in plane strain. The strain dependence of these constants is neglected.

Let the tangential displacement of B minus that of A be $U\sin kx$, with $k>0$. In the upper crystal, $y>0$, take

$$u_x=\frac{U}{4(1-\nu)}[2(1-\nu)-ky]e^{-ky}\sin kx,$$
$$u_y=-\frac{U}{4(1-\nu)}[1-2\nu+ky]e^{-ky}\cos kx.$$

With $C=U/[4(1-\nu)]$, the divergence is

$$\partial_xu_x+\partial_yu_y=2(1-2\nu)Ck\,e^{-ky}\cos kx.$$

Since $(\partial_y^2-k^2)(ky\,e^{-ky})=-2k^2e^{-ky}$, the Laplacians are

$$\nabla^2u_x=2Ck^2e^{-ky}\sin kx,\qquad
\nabla^2u_y=2Ck^2e^{-ky}\cos kx.$$

The gradient of the divergence, divided by $1-2\nu$, has components equal and opposite to these. The equilibrium equation $\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)/(1-2\nu)=0$ is therefore satisfied.

At $y=0$, $\partial_yu_y=-2\nu Ck\cos kx$, so the normal stress is

$$\sigma_{yy}=2\mu\left[\partial_yu_y+\frac{\nu}{1-2\nu}\nabla\cdot\mathbf u\right]
=2\mu Ck(-2\nu+2\nu)\cos kx=0.$$

The shear stress there is

$$\sigma_{xy}=\mu Ck[(-3+2\nu)+(1-2\nu)]\sin kx
=-KkU\sin kx,\qquad K=\frac{\mu}{2(1-\nu)}.$$

In the lower crystal, reflect the field with $u_x$ odd and $u_y$ even in $y$. Then $u_y$ and both stresses are continuous, and the jump is $U\sin kx$, since $u_x=\tfrac12U\sin kx$ on the upper side. The outward normal of the upper crystal points along $-y$, so the traction that holds the jump is $+KkU\sin kx$. Its work per area is

$$\frac12KkU^2\langle\sin^2kx\rangle=\frac14KkU^2.$$

For a sum of harmonics this becomes $\frac12K\langle u|k|u\rangle$, where $|k|$ multiplies each harmonic by its wave number. There is no cross term with the uniform strains, because the periodic strains average to zero along $x$ at every depth.

## Energy of the misfit interface

Let the interface potential per area be $V(1-\cos\theta)$. Atom $j$ of B sits at $ja_B+u$ in wells of period $c=\lambda a$. After removal of whole turns its phase is

$$\theta=qx+\frac{2\pi u}{c},\qquad q=\frac{2\pi|\delta|}{c(1+\delta)}.$$

For negative $\delta$ the profile is mirrored, with the same energy at the same $q$; at the same $|\delta|$ the factor $1+\delta$ makes $q$, and hence the energy, slightly different. Replacing the atomic sum by an average requires a dislocation core wider than a lattice period. The energy is

$$\gamma=\gamma_c+\langle V(1-\cos\theta)\rangle+\tfrac12K\langle u|k|u\rangle.$$

Setting its variation with respect to $u$ to zero gives

$$\frac{2\pi V}{c}\sin\theta+K|k|u=0.$$

With $\varphi=\theta-qx=2\pi u/c$, this is

$$|k|\varphi=-\alpha\sin\theta,\qquad \alpha=\frac{4\pi^2V}{Kc^2}.$$

Try, with $z=e^{iqx}$ and $0<r<1$,

$$e^{i\theta}=\frac{z+r}{1+rz}.$$

Both sides have modulus one. Dividing by $z$ gives $e^{i\varphi}=(1+rz^*)/(1+rz)$, hence

$$\varphi=-2\,\mathrm{Im}\ln(1+rz)
=-2\sum_{m=1}^{\infty}(-1)^{m+1}\frac{r^m}{m}\sin mqx.$$

Multiplying each harmonic by $mq$ and summing the series,

$$|k|\varphi=-\frac{2qr\sin qx}{|1+rz|^2},\qquad
\sin\theta=\frac{(1-r^2)\sin qx}{|1+rz|^2}.$$

The equation is satisfied if $2qr=\alpha(1-r^2)$. With

$$\beta=\frac q\alpha=\frac{K\lambda a|\delta|}{2\pi V(1+\delta)},$$

this reads $r^2+2\beta r-1=0$, and the positive root is

$$r=\sqrt{1+\beta^2}-\beta.$$

The constant term in the power series of $e^{i\theta}$ is $r$, so $\langle\cos\theta\rangle=r$. The elastic energy is

$$\frac K2\left(\frac c{2\pi}\right)^2\sum_m\frac12\left(\frac{2r^m}{m}\right)^2mq
=\frac{V}{2\alpha}\,2q\sum_m\frac{r^{2m}}m
=V\beta L,$$

where $L=-\ln(1-r^2)$. The result is

$$\gamma=\gamma_c+VF,\qquad F=1-r+\beta L.$$

In numerical work, $r=1/(\sqrt{1+\beta^2}+\beta)$ avoids subtracting nearly equal numbers when $\beta$ is large, and $L=-\ln(2\beta r)$ avoids it when $\beta$ is small.

## The two stresses in this model

Near $\lambda=1$, let

$$\gamma_c=\gamma_0+\gamma_1(\lambda-1),\qquad V=V_0[1+v(\lambda-1)].$$

At fixed $\beta$,

$$\frac{\partial F}{\partial r}=-1+\frac{2\beta r}{1-r^2}=0,$$

so $dF/d\beta=L$. Since $\beta$ is proportional to $\lambda/V$, its derivative at $\lambda=1$ is $\beta(1-v)$. Therefore

$$\frac{\partial\gamma}{\partial\lambda}
=\gamma_1+vV_0(1-r+\beta L)+V_0L\beta(1-v)
=\gamma_1+vV_0(1-r)+V_0\beta L,$$

and

$$f=\gamma+\gamma_1+vV_0(1-r)+V_0\beta L.$$

Had $K$ been allowed to change with $\lambda$, $f$ would gain the term $V_0\beta L\,d\ln K/d\lambda$. It is as large as the last term above when $|d\ln K/d\lambda|$ is about one, so it must be restored for a real crystal; in the worked example below each unit of this derivative shifts $f$ by $0.0235$ N/m.

For the relative strain, $d[|\delta|/(1+\delta)]/d\delta=\operatorname{sgn}(\delta)/(1+\delta)^2$, so

$$g=V_0L\frac{\partial\beta}{\partial\delta}
=\operatorname{sgn}(\delta)\frac{KaL}{2\pi(1+\delta)^2}.$$

Here $\gamma_c$ and $V$ are assumed to depend on the stretch of A alone; a dependence on the stretch of B would add terms to $g$. Under this assumption the coefficient $\gamma_1$ shifts $f$ and is absent from $g$. An interface with another $K$ can thus be given the same $f$ by a choice of $\gamma_1$, while its $g$ in general differs. It need not differ for every $K$: at fixed $\delta$ and $V_0$, $g$ is proportional to $\beta L$, which tends to zero for both small and large $\beta$, so two values of $K$ can share one $g$.

### Weak and strong coupling

For $\beta\gg1$, the lattices hardly relax: $r\approx1/(2\beta)$ and $L\approx1/(4\beta^2)$. Then $F\approx1-1/(4\beta)$, the energy approaches $\gamma_c+V$, and $g$ tends to zero. With A held fixed, a register that costs the same at every misfit offers no resistance to its change.

For $\beta\ll1$, $r\approx1-\beta$ and $L\approx-\ln(2\beta)$. Hence

$$\gamma-\gamma_c\approx V\beta[1-\ln(2\beta)].$$

As $\delta\to0$ from above, $g\to+\infty$; from below, $g\to-\infty$. The energy has a cusp at coherence and no two-sided derivative. The coherent interface keeps $f=\gamma_0+\gamma_1$. The force conjugate to $\delta$ is then a reaction set by the loading, not a second property of the interface.

The divergence belongs to thick crystals. The elastic fields reach a depth of order $p$, so the formula loses accuracy as $p$ grows beyond a crystal's thickness, and it cannot be used for the limit $\delta\to0$ in a thin film.

## Worked example

The model parameters are $a=0.30$ nm, $\mu=40$ GPa, $\nu=0.25$, $V_0=0.100$ J/m², $v=-2$, $\gamma_0=0.200$ J/m² and $\gamma_1=-0.500$ J/m². They give $K=40/1.5=26.667$ GPa. Fifty atoms over fifty-one wells mean $\delta=1/50=0.02$ and $p=51\times0.30=15.30$ nm. Since GPa nm equals N/m,

$$\beta=\frac{26.667\times0.30\times0.02}{2\pi\times0.100\times1.02}=0.24965.$$

Then $r=0.78104$, $1-r^2=0.38998$ and $L=0.9417$. The misfit energy is

$$0.100\,(0.21896+0.24965\times0.9417)=0.0454\ \text{J/m}^2,$$

so $\gamma=0.2454$ J/m². The stresses are

$$f=0.2454-0.5000-0.0438+0.0235=-0.275\ \text{N/m},$$
$$g=\frac{26.667\times0.30\times0.9417}{2\pi\times1.02^2}=1.152\ \text{N/m}.$$

They differ in sign as well as size: common stretching lowers the interface energy $\Gamma$, whereas an increase of misfit raises it.

The same quantities can be obtained from a discrete row of atoms, relaxed by damped iteration with the elastic term evaluated by Fourier transform. Stretching the row by $\pm0.1\%$ at fixed atom count gives $f=-0.2749$ N/m. A three-point derivative through rows of 49, 50 and 51 atoms, each with one extra well, gives $g=1.1525$ N/m. The two stresses thus come from two different operations.

With B held fixed, $\partial\gamma/\partial\lambda=-0.5203$ N/m gives $g_B=1.02\times1.1524+0.5203=1.696$ N/m, while $f_B=f$. The choice of reference changes $g$ by nearly half its value.

A second interface has $\mu=30$ GPa and $\gamma_1=-0.5016$ J/m², the latter chosen to match $f$. Its relaxed row gives $f=-0.2749$ N/m but $g=1.073$ N/m.

The cusp shows in the secant slope $(\gamma-\gamma_0)/\delta$ of relaxed rows. It is $4.79$ and $-4.81$ N/m at $\delta=\pm1/400$, and $5.67$ and $-5.68$ N/m at $\delta=\pm1/800$. The small-$\beta$ form predicts that each halving of $|\delta|$ adds $(Ka/2\pi)\ln2=0.88$ N/m to the magnitude; the rows add about $0.88$ and $0.87$ N/m.

## Use in a force balance

Let two layers have thickness $h_A$ and $h_B$ and in-plane stresses $\sigma_A$ and $\sigma_B$. The stresses are uniform if the bilayer is held flat; if it is free to bend, they stand for averages through each thickness. Vary the total energy per reference area of A, with the interface area tied to that of A: when $\delta$ changes, atoms of B move between the interface and the surface of B, and B still covers the same material of A. To leading order in strain, and without free-surface terms,

$$h_A\sigma_A+h_B\sigma_B+f=0,\qquad h_B\sigma_B+g=0.$$

The first equation comes from $d\lambda$, which strains both layers, and the second from $d\delta$, which strains B alone. A strictly coherent bilayer obeys only the first. A bilayer whose register has reached equilibrium obeys both. The second equation depends on how the register changes. The same variation with the area tied to B gives $h_A\sigma_A=g_B$ instead of $h_A\sigma_A=g-f$, and the two differ by $\gamma+\delta g$, which is $0.27$ N/m in the worked example. If B keeps its atomic columns and slides over a larger A, the interface area grows with $\delta$, and the balance gains the term $\gamma+\gamma_B-\gamma_A$, where $\gamma_A$ and $\gamma_B$ are the free-surface energies. The two layer stresses therefore give $f$ and $g$ separately only if the mechanism is known and both the stresses and the energies of the free surfaces are accounted for.

On a thick substrate $\lambda$ is fixed at 1 and the second equation remains. Let the film have thickness $h$ and natural misfit $m$, so that its elastic strain is $\delta-m$ to leading order. With zero normal stress and no strain in the other in-plane direction, its modulus is $M=2\mu/(1-\nu)$. Minimizing $\frac12hM(\delta-m)^2+\gamma(1,\delta)$ gives

$$hM(m-\delta)=g.$$

For $h=40$ nm and $M=106.67$ GPa, equilibrium at $\delta=0.02$ requires

$$m=0.02+\frac{1.1524}{40\times106.67}=0.02027.$$

The film keeps a compressive stress $-g/h=-28.8$ MPa. This value is for a fixed covered area. A film that slides at a fixed number of columns has the same stress only if $\gamma_A-\gamma_B=\gamma$; with $\gamma_A=\gamma_B$ the stress at $\delta=0.02$ would be $-34.8$ MPa. Here $h$ is $2.6$ times the dislocation spacing, and at the film surface the fields of the slowest harmonic, which fall roughly as $(2\pi h/p)e^{-2\pi h/p}$, are only about $10^{-6}$ of their interface values.

The shift in misfit is small but can select a different register. Among rows of 46 to 54 atoms, each with one extra well, the film energy alone is lowest at 49 atoms, whose misfit $1/49$ lies nearest to $m$. With the interface energy included, the minimum moves to 50. A calculation that omits $g$ would therefore place the dislocations too close together.
